# Energy Noise in a Seven-Point Birch-Murnaghan Fit: a numerical check

```python
"""Noise propagation through a seven-point Birch-Murnaghan (BM) fit.

Result under test: for independent energy noise of standard deviation sigma,
the relative errors of V0, B0, B1 are k_V*s, k_B*s, k_1*s to first order,
with s = sigma/(V0*B0). The factors k follow from a linear cubic fit in
y = (V0/V)^(2/3) - 1 and the derivatives of (V0, B0, B1) with respect to
its coefficients c1, c2, c3.
V0: equilibrium volume, B0: bulk modulus, B1: its pressure derivative,
h: spacing of the relative volumes V/V0. Hartree atomic units.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, angstrom
from scipy.optimize import least_squares

STEPS = np.arange(-3, 4)


def bm_energy(v, e0, v0, b0, b1):
    """Third-order Birch-Murnaghan energy in its usual form."""
    q = (v0 / v) ** sp.Rational(2, 3) if isinstance(v, sp.Symbol) \
        else (v0 / v) ** (2 / 3)
    pref = 9 * v0 * b0 / 16
    return e0 + pref * ((q - 1) ** 3 * b1 + (q - 1) ** 2 * (6 - 4 * q))


def strain(h):
    return (1 + h * STEPS) ** (-2 / 3) - 1


def coefficient_covariance(y):
    """Inverse normal matrix of the cubic fit, columns scaled for accuracy."""
    scale = np.max(np.abs(y))
    x = np.vander(y / scale, 4, increasing=True)
    powers = scale ** np.arange(4)
    return np.linalg.inv(x.T @ x) / np.outer(powers, powers)


def sensitivity_rows(b1):
    """Rows: d ln V0, d ln B0, d B1 per unit d(c0..c3)/(V0*B0)."""
    row_v = np.array([0, 2 / 3, 0, 0])
    row_b = np.array([0, 0, 8 / 9, 0]) - (b1 - 5 / 3) * row_v
    row_1 = (np.array([0, 0, -8 / 9 * (b1 - 4), 16 / 9])
             + (b1 - 4) * (b1 - 14 / 3) * row_v)
    return np.array([row_v, row_b, row_1])


def propagated(h, b1):
    """Relative-error factors k and the correlation matrix."""
    rows = sensitivity_rows(b1)
    cov = rows @ coefficient_covariance(strain(h)) @ rows.T
    dev = np.sqrt(np.diag(cov))
    return dev / np.array([1, 1, b1]), cov / np.outer(dev, dev)


def nonlinear_fit(vol, energy, guess, energy_scale):
    """Least-squares fit of the original BM equation; returns V0, B0, B1."""
    def residual(p):
        model = bm_energy(vol, p[0] * energy_scale, p[1] * guess[0],
                          p[2] * guess[1], p[3])
        return (model - energy) / energy_scale
    fit = least_squares(residual, [1.0, 1.01, 0.95, 4.2], method="lm",
                        ftol=1e-14, xtol=1e-14, gtol=1e-14)
    assert fit.success
    return np.array([fit.x[1] * guess[0], fit.x[2] * guess[1], fit.x[3]])


def refit_derivatives(h, b1):
    """Displace one energy at a time and refit, in units V0 = B0 = 1."""
    vol = 1 + h * STEPS
    clean = bm_energy(vol, 0.0, 1.0, 1.0, b1)
    delta = 1e-7
    columns = []
    for i in range(7):
        kick = np.zeros(7)
        kick[i] = delta
        up = nonlinear_fit(vol, clean + kick, (1.0, 1.0), delta)
        down = nonlinear_fit(vol, clean - kick, (1.0, 1.0), delta)
        columns.append((up - down) / (2 * delta))
    return np.array(columns).T


def parameters_from_cubic(c, v_ref):
    """Exact V0, B0, B1 of cubic coefficients c (last axis: c0..c3)."""
    c1, c2, c3 = c[..., 1], c[..., 2], c[..., 3]
    y_min = -c1 / (c2 + np.sqrt(c2 ** 2 - 3 * c1 * c3))
    quad = (1 + y_min) ** 2 * (c2 + 3 * c3 * y_min)
    cubic = (1 + y_min) ** 3 * c3
    v0 = v_ref * (1 + y_min) ** (-1.5)
    return np.stack([v0, 8 * quad / (9 * v0), 4 + 2 * cubic / quad], axis=-1)


# Meaning of the parameters, by symbolic differentiation.
V, W, B, D = sp.symbols("V W B D", positive=True)
energy_sym = bm_energy(V, 0, W, B, D)
pressure = -sp.diff(energy_sym, V)
bulk = -V * sp.diff(pressure, V)
slope = sp.diff(bulk, V).subs(V, W) / sp.diff(pressure, V).subs(V, W)
assert sp.simplify(pressure.subs(V, W)) == 0
assert sp.simplify(bulk.subs(V, W) - B) == 0
assert sp.simplify(slope - D) == 0

# Model parameters of the worked example.
v0, b0, b1 = 120.0, 0.004, 4.5
sigma, sigma_large, h = 2e-6, 1e-5, 0.02
product = v0 * b0
s = sigma / product
k, corr = propagated(h, b1)
truth = np.array([v0, b0, b1])

# Propagation formula against refits of the original equation.
refit_k = {}
for trial in (3.5, b1, 5.5):
    jac = refit_derivatives(h, trial)
    norm = np.sqrt(np.sum(jac ** 2, axis=1))
    refit_k[trial] = norm / np.array([1, 1, trial])
    assert np.allclose(refit_k[trial], propagated(h, trial)[0], rtol=1e-3)
    # a shift common to all energies leaves V0, B0 and B1 unchanged
    assert np.all(np.abs(jac.sum(axis=1)) < 1e-3 * norm)
assert abs(refit_k[3.5][0] / refit_k[5.5][0] - 1) < 1e-3

# Monte Carlo: noisy energies, linear fit, exact nonlinear extraction.
rng = np.random.default_rng(12345)
vol = v0 * (1 + h * STEPS)
y = strain(h)
clean = bm_energy(vol, 0.0, v0, b0, b1)
fit_matrix = np.linalg.pinv(np.vander(y, 4, increasing=True))
monte_carlo = {}
for noise in (sigma, sigma_large):
    data = clean + noise * rng.standard_normal((200000, 7))
    found = parameters_from_cubic(data @ fit_matrix.T, v0)
    direct = nonlinear_fit(vol, data[0], (v0, b0), noise)
    assert np.allclose(found[0], direct, rtol=1e-5)
    monte_carlo[noise] = found.std(axis=0) / truth
    # sampling error of a standard deviation is about 0.16 percent here
    assert np.allclose(monte_carlo[noise], k * noise / product, rtol=0.015)
    if noise == sigma:
        corr_mc = np.corrcoef(found.T)
        assert np.allclose(corr_mc, corr, atol=0.015)


def leading_law(spacing):
    return np.array([np.sqrt(397 / 1512) / spacing,
                     1 / (np.sqrt(21) * spacing ** 2),
                     1 / (np.sqrt(6) * b1 * spacing ** 3)])


# Leading laws must be approached as the spacing shrinks.
small_ratio = propagated(0.002, b1)[0] / leading_law(0.002)
assert np.allclose(small_ratio, 1, atol=0.01)

names = ("V0", "B0", "B1")
G = coefficient_covariance(y)
rows = sensitivity_rows(b1)
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
to_gpa = hartree / bohr ** 3 / 1e9
to_a3 = (bohr / angstrom) ** 3
relative = k * s
absolute = relative * truth

print(f"V0 = {v0:.1f} bohr^3, B0 = {b0:.4f} hartree/bohr^3, B1 = {b1:.1f}")
print(f"sigma = {sigma:.1e} hartree, V0*B0 = {product:.3f} hartree")
print(f"s = sigma/(V0*B0) = {s:.4e} (dimensionless)")
for ratio, yi in zip(1 + h * STEPS, y):
    print(f"V/V0 = {ratio:.2f}: y = {yi:+.6f}")
for i in (1, 2, 3):
    for j in range(i, 4):
        print(f"G[{i}{j}] = {G[i, j]:.5e} (dimensionless)")
for name, row in zip(("dlnV0", "dlnB0", "dB1"), rows):
    print(f"row {name}: c1 {row[1]:+.5f}, c2 {row[2]:+.5f}, c3 {row[3]:+.5f}")
lead = leading_law(h)
half = propagated(h / 2, b1)[0] / k
for i, name in enumerate(names):
    print(f"{name}: k = {k[i]:.2f}, from refits {refit_k[b1][i]:.2f}")
    print(f"{name}: leading law k = {lead[i]:.2f}, k/law = {k[i]/lead[i]:.4f}")
    print(f"{name}: k/law at h = 0.002: {small_ratio[i]:.5f}")
    print(f"{name}: relative error = {100*relative[i]:.4f} percent")
    print(f"{name}: Monte Carlo    = {100*monte_carlo[sigma][i]:.4f} percent")
    print(f"{name}: error grows by {half[i]:.3f} when the window is halved")
print(f"error of V0 = {absolute[0]:.5f} bohr^3 = {absolute[0]*to_a3:.6f} A^3")
print(f"error of B0 = {absolute[1]:.4e} hartree/bohr^3")
print(f"B0 = {b0*to_gpa:.2f} GPa, its error = {absolute[1]*to_gpa:.3f} GPa")
print(f"error of B1 = {absolute[2]:.4f} (dimensionless)")
for i, j in ((0, 1), (0, 2), (1, 2)):
    print(f"correlation {names[i]},{names[j]}: {corr[i, j]:+.4f}, "
          f"Monte Carlo {corr_mc[i, j]:+.4f}")
print(f"larger noise: sigma = {sigma_large:.1e} hartree")
for i, name in enumerate(names):
    print(f"{name}: formula {100*k[i]*sigma_large/product:.3f}, "
          f"Monte Carlo {100*monte_carlo[sigma_large][i]:.3f} percent")
print(f"sigma for 1 percent in B1 = {0.01*product/k[2]:.3e} hartree")
print("done: every assertion held")
```

Printed output:

```
V0 = 120.0 bohr^3, B0 = 0.0040 hartree/bohr^3, B1 = 4.5
sigma = 2.0e-06 hartree, V0*B0 = 0.480 hartree
s = sigma/(V0*B0) = 4.1667e-06 (dimensionless)
V/V0 = 0.94: y = +0.042113
V/V0 = 0.96: y = +0.027588
V/V0 = 0.98: y = +0.013560
V/V0 = 1.00: y = +0.000000
V/V0 = 1.02: y = -0.013115
V/V0 = 1.04: y = -0.025808
V/V0 = 1.06: y = -0.038101
G[11] = 1.45475e+03 (dimensionless)
G[12] = 4.61740e+03 (dimensionless)
G[13] = -1.00744e+06 (dimensionless)
G[22] = 4.01676e+05 (dimensionless)
G[23] = -4.86134e+06 (dimensionless)
G[33] = 8.12272e+08 (dimensionless)
row dlnV0: c1 +0.66667, c2 +0.00000, c3 +0.00000
row dlnB0: c1 -1.88889, c2 +0.88889, c3 +0.00000
row dB1: c1 -0.05556, c2 -0.44444, c3 +1.77778
V0: k = 25.43, from refits 25.43
V0: leading law k = 25.62, k/law = 0.9925
V0: k/law at h = 0.002: 0.99992
V0: relative error = 0.0106 percent
V0: Monte Carlo    = 0.0106 percent
V0: error grows by 2.011 when the window is halved
B0: k = 554.13, from refits 554.13
B0: leading law k = 545.54, k/law = 1.0157
B0: k/law at h = 0.002: 1.00016
B0: relative error = 0.2309 percent
B0: Monte Carlo    = 0.2307 percent
B0: error grows by 3.954 when the window is halved
B1: k = 11276.86, from refits 11276.86
B1: leading law k = 11340.23, k/law = 0.9944
B1: k/law at h = 0.002: 0.99994
B1: relative error = 4.6987 percent
B1: Monte Carlo    = 4.6954 percent
B1: error grows by 8.034 when the window is halved
error of V0 = 0.01271 bohr^3 = 0.001884 A^3
error of B0 = 9.2355e-06 hartree/bohr^3
B0 = 117.68 GPa, its error = 0.272 GPa
error of B1 = 0.2114 (dimensionless)
correlation V0,B0: +0.0642, Monte Carlo +0.0687
correlation V0,B1: -0.9264, Monte Carlo -0.9265
correlation B0,B1: -0.1584, Monte Carlo -0.1626
larger noise: sigma = 1.0e-05 hartree
V0: formula 0.053, Monte Carlo 0.053 percent
B0: formula 1.154, Monte Carlo 1.156 percent
B1: formula 23.493, Monte Carlo 23.466 percent
sigma for 1 percent in B1 = 4.257e-07 hartree
done: every assertion held
```
